# Why a diffusing plane lowers film conductance most at mid-thickness

**Question**

I am stuck on an exercise about thin metal films. The film fills \(0<z<d\), and both outer surfaces reflect electrons like perfect mirrors, so they cost no conductance. Now one internal plane is inserted at \(z=a\), parallel to the surfaces, which scatters every arriving electron into a random direction. I have to prove that the sheet conductance is lowest when \(a=d/2\).

My trouble is that I can't see why \(a\) matters at all. The number of electrons striking the plane per unit area and time depends only on their density and speed, not on where the plane sits. If the number of randomizing collisions is the same, shouldn't the resistance be the same? And does the proof need the plane to be perfectly diffusing?

**Answer**

Your count of collisions is right, but collisions differ in how much drift they destroy. An electron that met the plane a moment ago has had little time to gain drift from the field, so a second collision costs little. The calculation makes this precise.

**Setting up**

I assume semiclassical transport in a weak field \(\mathcal E\) along \(x\), a spherical Fermi surface, a uniform finite mean free path \(\lambda=v_F\tau\), bulk conductivity \(\sigma_0\), and an infinitely thin plane. Sheet conductance \(G\) means current per unit width divided by field; its unit is the siemens.

For electrons of charge \(-e\), write the distribution as \(f_0+f_1\). The linearized Boltzmann equation is
\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}.
\]
Far from any boundary, \(f_1=e\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon\). Let \(g\) be the actual \(f_1\) divided by this bulk value, and let \(u=|\cos\theta|\), with \(\theta\) measured from the film normal. Since \(\tau v_z=\pm\lambda u\),
\[
\pm\lambda u\,\frac{dg_\pm}{dz}+g_\pm=1,
\]
where \(+\) means moving towards larger \(z\).

There are two boundary conditions:

- A mirror reverses \(v_z\) and keeps \(v_x\), so \(g_+=g_-\) there.
- Electrons leaving the plane have \(g=0\). Their distribution is an average over arriving directions, and \(f_1\propto v_x\) averages to zero over the azimuth. This holds on both sides, whatever share of the electrons is sent forward or back.

**One layer**

Take the lower layer, \(0<z<a\). Downward-moving electrons start at the plane with \(g_-(a)=0\), so
\[
g_-(z)=1-e^{-(a-z)/(\lambda u)} .
\]
The mirror gives \(g_+(0)=g_-(0)=1-e^{-a/(\lambda u)}\), and hence
\[
g_+(z)=1-e^{-(a+z)/(\lambda u)} .
\]
The exponents contain the vertical distance travelled since the last visit to the plane.

The current weights \(g\) with \(v_x^2=v_F^2(1-u^2)\cos^2\phi\), whose average over the sphere is \(v_F^2/3\). The azimuthal integral of \(\cos^2\phi\) is \(\pi\), so the prefactor is \(3\pi/(4\pi)=3/4\):
\[
\frac{\sigma(z)}{\sigma_0}=\frac34\int_0^1(1-u^2)(g_++g_-)\,du .
\]
Integrating over the layer,
\[
\int_0^a(g_++g_-)\,dz=2a-\lambda u\left(1-e^{-a/(\lambda u)}\right)-\lambda u\left(e^{-a/(\lambda u)}-e^{-2a/(\lambda u)}\right)
\]
\[
=2a-\lambda u\left(1-e^{-2a/(\lambda u)}\right).
\]
Because \(\int_0^1(1-u^2)du=2/3\), the first term contributes \(a\), and the layer's conductance is
\[
G_a=\sigma_0\left\{a-\frac{3\lambda}{4}\int_0^1(u-u^3)\left[1-e^{-2a/(\lambda u)}\right]du\right\}.
\]

This answers your puzzle. The bracket is \(g_+(a)\), the drift carried by electrons arriving at the plane. Their arrival rate does not depend on \(a\), but this drift does. It grows with the distance \(2a\) and saturates.

**The proof**

The two layers conduct in parallel, so add the same expression with \(a\to d-a\). Use \(\int_0^1(u-u^3)du=1/4\) for the constant terms, and
\[
e^{-2a/(\lambda u)}+e^{-2(d-a)/(\lambda u)}=2e^{-d/(\lambda u)}\cosh\frac{d-2a}{\lambda u}.
\]
The result is
\[
G(a)=\sigma_0\left\{d-\frac{3\lambda}{8}+\frac{3\lambda}{2}\int_0^1(u-u^3)\,e^{-d/(\lambda u)}\cosh\frac{d-2a}{\lambda u}\,du\right\}.
\]
For \(0<u<1\) the factor \(u-u^3\) is positive, and \(\cosh\) has a single minimum, at zero argument. Each direction therefore contributes least when \(a=d/2\), and any other position gives a strictly larger integral. This proves the claim. \(\square\)

**Limiting cases**

At \(a=d/2\) the formula gives
\[
G(d/2)=\sigma_0\left\{d-\frac{3\lambda}{2}\int_0^1(u-u^3)\left[1-e^{-d/(\lambda u)}\right]du\right\}.
\]
A film without the plane but with two fully diffuse surfaces has \(g_+=1-e^{-z/(\lambda u)}\) and \(g_-=1-e^{-(d-z)/(\lambda u)}\). Integrating these gives the same \(G\). One central plane thus costs as much as making both outer surfaces diffuse. A plane at \(a=0\) merely makes one surface diffuse.

For numbers, use \(E_n(x)=\int_0^1u^{n-2}e^{-x/u}du\) and \(F=E_3-E_5\):
\[
G(a)=\sigma_0\left\{d-\frac{3\lambda}{8}+\frac{3\lambda}{4}\left[F\!\left(\frac{2a}{\lambda}\right)+F\!\left(\frac{2(d-a)}{\lambda}\right)\right]\right\}.
\]
Since \(E_n'=-E_{n-1}\), we have \(F''=E_1-E_3\). Each term contributes a factor \((2/\lambda)^2\), so
\[
G''(d/2)=\frac{6\sigma_0}{\lambda}\left[E_1(d/\lambda)-E_3(d/\lambda)\right]>0 .
\]

*Thick film, \(d\gg\lambda\).* Because \(u\le1\), \(F(x)\le e^{-x}/4\). When the plane is many mean free paths from both surfaces, \(G\approx\sigma_0(d-3\lambda/8)\), with an exponentially small dependence on \(a\). At a surface, \(F(0)=1/4\) gives \(G\approx\sigma_0(d-3\lambda/16)\).

*Thin film, \(d\ll\lambda\).* For small \(x\), \(F''\approx\ln(1/x)\) to leading logarithm, with \(F(0)=1/4\) and \(F'(0)=-2/3\). Integrating twice, \(F\approx\frac14-\frac23x+\frac12x^2\ln(1/x)\). In a layer of thickness \(t\), the constant and linear terms cancel, leaving
\[
G_t\approx\sigma_0\frac{3t^2}{2\lambda}\ln\frac{\lambda}{2t}.
\]
Two layers of \(d/2\) then carry half as much as one layer of \(d\), in the limit where the logarithms become equal. This limit is approached only logarithmically; for the film below, with \(d=\lambda/2\), the ratio is still 0.76.

**Numbers for a 20 nm film**

Take \(d=20\) nm, \(\lambda=40\) nm and bulk resistivity 2.0 µΩ cm, so \(\sigma_0=0.0500\) S/nm. Without the plane, \(G=0.0500\times20=1.00\) S. With it:

| \(a\) (nm) | \(G\) (S) |
|---|---|
| 0 | 0.684 |
| 2 | 0.615 |
| 5 | 0.555 |
| 8 | 0.527 |
| 10 | 0.522 |
| 15 | 0.555 |

At the centre, \(d-3\lambda/8=20-15=5\) nm supplies 0.250 S; the exponential term supplies the other 0.272 S. The sheet resistance is 1.92 Ω with the plane at the centre and 1.46 Ω with it at a surface. At fixed \(d\) and \(\lambda\), the central position has 23.7% less conductance than the surface position.

The curvature, 0.002536 S/nm², predicts a rise of \(\frac12(0.002536)(2)^2=0.0051\) S for a 2 nm displacement, in agreement with the entry at 8 nm. In a 200 nm film, the centre lies 0.066% below \(a=d/4\) and 3.9% below the surface position.

A random-walk calculation that re-emits electrons in random directions, without imposing \(g=0\), gave \(G/(\sigma_0d)=0.5215\pm0.0014\) (one standard error) for the central plane. The formula gives 0.5219.

**Must everything be perfect?**

*Outer surfaces.* Let a fraction \(p\) of electrons reflect specularly there and the rest diffusely. Put \(e_t=e^{-t/(\lambda u)}\) for a layer of thickness \(t\). The deficit \(1-g\) starts at 1 on leaving the plane, is \(e_t\) at the outer surface, and becomes \(1-p(1-e_t)\) after reflection. Integrated over both passes, it is
\[
\lambda u(1-e_t)(2-p+pe_t)=\lambda u\left[(2-p)-(2-2p)e_t-pe_t^2\right].
\]
The conductance therefore contains \((2-2p)e_t+pe_t^2\) with a positive weight. This is strictly convex in \(t\), so for equal surfaces the sum over \(t=a\) and \(t=d-a\) is again least at equal thicknesses.

Unequal surfaces break the symmetry. Differentiating the layer conductance gives
\[
\frac{dG_t}{dt}=\sigma_0\left\{1-\frac34\int_0^1(1-u^2)\,2e_t\left[1-p(1-e_t)\right]du\right\},
\]
which is larger for larger \(p\). At \(a=d/2\), thinning the smoother layer and thickening the rougher one therefore lowers \(G\), and the minimum moves towards the smoother surface. With a mirror below and \(p=0.8\) above, it lies at 9.27 nm.

*The plane.* Return to mirror outer surfaces. Let the plane transmit a fraction \(T\) and reflect a fraction \(R\) without scattering, equally from either side, and diffuse \(D=1-T-R>0\). Define \(E_1=e^{-2a/(\lambda u)}\) and \(E_2=e^{-2(d-a)/(\lambda u)}\) (numbers here, not the functions above). The deficits \(q_1,q_2\) of electrons leaving into the two layers obey
\[
q_1=D+RE_1q_1+TE_2q_2,\qquad q_2=D+RE_2q_2+TE_1q_1 .
\]
Let \(S=E_1+E_2\), \(P=E_1E_2=e^{-2d/(\lambda u)}\) and \(c=T-R\). Solving,
\[
q_1=\frac{D(1+cE_2)}{\Delta},\quad q_2=\frac{D(1+cE_1)}{\Delta},\quad \Delta=1-RS+(R^2-T^2)P .
\]
The loss for each direction is proportional to
\[
L=q_1(1-E_1)+q_2(1-E_2)=\frac{D\left[2-2cP-(1-c)S\right]}{\Delta}.
\]
Differentiate at fixed \(P\). The terms in \(S\) cancel in the numerator, and \(R^2-T^2=-c(T+R)\), so
\[
\frac{dL}{dS}=\frac{D}{\Delta^2}\left\{-(1-c)\left[1-c(T+R)P\right]+2R(1-cP)\right\}
=-\frac{D^2(1-c^2P)}{\Delta^2}<0 .
\]
The last step uses \(1-c-2R=D\) and \((1-c)(T+R)-2R=cD\). The \(\cosh\) identity shows that \(S\) is least at the centre, so the loss is greatest there. The plane need not diffuse every electron; any \(D>0\) suffices.

**How close is this to a real interconnect film?**

The resistivity and mean free path are roughly those of a good metallic conductor at room temperature, and 20 nm is a relevant interconnect dimension. Perfect mirror surfaces and the absence of grain boundaries are idealizations. Changing one assumption at a time gives these model estimates, where "contrast" is the drop from the surface position to the centre:

- Outer specularity 0.8: central \(G=0.491\) S, contrast 24.6%.
- Half the electrons crossing the plane unscattered (\(T=0.5\), \(R=0\)): 0.712 S, contrast 5.5%. Next to a surface an electron crosses such a plane twice, so that face acts with specularity \(T^2=0.25\).
- A plane that replaces 1 nm of metal: 0.484 S, contrast 24.2%.
- Operation at 378 K, with \(\lambda\) and \(\sigma_0\) both falling as \(1/\text{temperature}\) from 300 K: 0.458 S, contrast 21.4%.
- Grain boundaries 20 nm apart with reflection 0.3: 0.322 S, contrast 15.6%. Here the Mayadas–Shatzkes factor 0.458 shortens \(\lambda\) and lowers \(\sigma_0\) together. Using one shortened path for all directions is a simplification, since grain-boundary scattering in that model depends on direction. Keeping that dependence raises the central conductance by about 2% and lowers the contrast by about half a percentage point.

Of these changes, grain boundaries lower the central conductance most, while partial transparency of the plane reduces the contrast most.

The semiclassical picture also ignores quantization across the film. For free electrons with these parameters there are 78 occupied subbands, and hard walls change the electron count by about −1% relative to the bulk count at the same Fermi wave number. Half a Fermi wavelength is about 0.25 nm, so the curve \(G(a)\) should not be trusted for a plane that close to a surface. It also misses interference inside the film, which is strongest at the centre. Between perfectly flat hard walls, every second subband has a node at \(a=d/2\), so a plane much thinner than half a Fermi wavelength hardly scatters those electrons there, and \(G\) can have a narrow local maximum a fraction of a nanometre wide. Weaker maxima can occur at other simple fractions such as \(a=d/3\), where every third subband has a node. These maxima fade as the plane's thickness approaches half a Fermi wavelength, which is already the size of one atomic layer. A sheet of zero thickness also cannot be fully diffusing in quantum mechanics. The averaged wave is continuous across it, so the unscattered transmission and reflection amplitudes obey \(t=1+r\), and \(D=1-|r|^2-|1+r|^2\le\frac12\). The thin plane with \(D=1\) is a semiclassical idealization. The proof above concerns the semiclassical conductance, which leaves out such interference. The numerical output below lists most of the values used here.

## Numbers as computed

```
film thickness d = 20 nm, mean free path = 40 nm
bulk resistivity = 2.0 microohm cm
bulk conductivity = 0.0500 S/nm
sheet conductance without plane = 1.0000 S
plane at a =  0.0 nm: G = 0.6839 S
plane at a =  2.0 nm: G = 0.6150 S
plane at a =  5.0 nm: G = 0.5552 S
plane at a =  8.0 nm: G = 0.5270 S
plane at a = 10.0 nm: G = 0.5219 S
plane at a = 15.0 nm: G = 0.5552 S
sheet resistance, plane at centre = 1.916 ohm
sheet resistance, plane at surface = 1.462 ohm
G(centre) below G(surface) by 23.69 %
curvature of G at centre = 0.002536 S/nm^2
200 nm film: G(centre) below G(d/4) by 0.0657 %
200 nm film: G(centre) below G(surface) by 3.89 %
largest relative gap, closed form to traced paths = 2.3e-09
walk, centre: 0.5215 +- 0.0014, formula 0.5219
walk, a = 4 nm: 0.5717 +- 0.0015, formula 0.5710
walk, no plane, diffuse faces: 0.5194 +- 0.0014, formula 0.5219
walk, mixed plane and faces: 0.6942 +- 0.0016, formula 0.6958
outer specularity 0.8: G(centre) = 0.4909 S, below surface by 24.64 %
plane passes half unscattered: G(centre) = 0.7122 S, below surface by 5.52 %
plane 1 nm thick: G(centre) = 0.4843 S, below surface by 24.18 %
at 378 K (path as 1/T from 300 K): G(centre) = 0.4577 S, below surface by 21.38 %
grain boundaries: conductivity factor = 0.458
with grain boundaries: G(centre) = 0.3219 S, below surface by 15.57 %
mirror below, specularity 0.8 above: minimum at a = 9.27 nm
Fermi wave number = 12.33 1/nm
half Fermi wavelength = 0.255 nm
occupied subbands across the film = 78
hard-wall change of electron count = -0.95 %
```
